\section*{Symmetry characters of PAW Bloch states and tests of closure}

\section{A degenerate level without a label}

A crystal calculation returns three Bloch states of nearly equal energy. Their symmetry label tells which optical transitions are forbidden and helps to decide which bands may cross elsewhere. The expectation value of a symmetry operation in a single state does not give the label directly: within a degenerate level a solver may return any orthonormal mixture, and this value changes with the mixture. A trace over the level does not depend on the mixture, so the natural step is to rotate the states, take overlaps with the originals and sum the diagonal.

In the projector augmented-wave (PAW) method this can go wrong in several ways. The stored waves are smooth substitutes with the wrong norm, the atomic projections acquire phases when atoms move between cells, and the three states may not form a complete multiplet. Each failure fixes one part of the scheme.

The states are spinless and have wave vector $\mathbf k$. A space-group operation $O=\{R|\mathbf t\}$ acts as
\begin{equation}
(Of)(\mathbf r)=f\big(R^{-1}(\mathbf r-\mathbf t)\big),
\end{equation}
and only operations with $R\mathbf k=\mathbf k+\mathbf G_0$, $\mathbf G_0$ a reciprocal vector, are used: the little group, counted modulo lattice translations. Time reversal is left out, so degeneracies due to it are not tested. The algebra is in atomic units.

\section{The smooth overlap has the wrong norm}

Write the smooth wave as $\tilde\psi=\Omega^{-1/2}\sum_{\mathbf q}c(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q=\mathbf k+\mathbf G$ and $\Omega$ the cell volume. Since $\mathbf q\cdot R^{-1}\mathbf x=(R\mathbf q)\cdot\mathbf x$,
\begin{equation}
(Oc)(R\mathbf q)=e^{-iR\mathbf q\cdot\mathbf t}\,c(\mathbf q).
\label{eq:pw}
\end{equation}
The naive matrix is $M^{(0)}_{mn}=\langle\tilde\psi_m|O\tilde\psi_n\rangle$. But PAW states are orthonormal in another metric,
\begin{equation}
\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn},\qquad
S=1+\sum_{aij}|p_i^a\rangle q_{ij}\langle p_j^a| ,
\end{equation}
where $q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$ is taken inside the atomic sphere, with partial waves $\phi_i$, $\tilde\phi_i$ and duality $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The matrix wanted is therefore
\begin{equation}
M_{mn}(O)=\langle\tilde\psi_m|SO|\tilde\psi_n\rangle .
\end{equation}

This is the all-electron matrix element under a condition. Let $\Delta_i=\phi_i-\tilde\phi_i$ and $\mathcal T=1+\sum_i|\Delta_i\rangle\langle p_i|$, atom labels suppressed. For nonoverlapping spheres
\begin{equation}
\mathcal T^\dagger\mathcal T=1+\sum_i\big(|p_i\rangle\langle\Delta_i|+|\Delta_i\rangle\langle p_i|\big)
+\sum_{ij}|p_i\rangle\langle\Delta_i|\Delta_j\rangle\langle p_j| ,
\end{equation}
while inserting $\phi=\tilde\phi+\Delta$ gives
$q_{ij}=\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\tilde\phi_j\rangle+\langle\Delta_i|\Delta_j\rangle$. The two operators agree if $\langle\Delta_i|=\sum_j\langle\Delta_i|\tilde\phi_j\rangle\langle p_j|$ on the smooth states. That holds when the partial waves are complete in the sphere, or when $\Delta_i$ lies in the span of the projectors. As $\mathcal T$ is built equivariantly on equivalent atoms, it commutes with $O$, and then $\langle\mathcal T\tilde\psi_m|O\mathcal T\tilde\psi_n\rangle=M_{mn}$. With an incomplete set $M$ is no longer exactly this element, but the symmetry properties below survive, since they need only the invariance of $S$.

The numerical example is a model crystal with the diamond structure and cubic constant $5.0$ \AA. It has Gaussian wells and normalized s and p projectors in spheres of radius $1.0$ \AA. The choice $\Delta=\lambda p$ makes $S=\mathcal T^\dagger\mathcal T$ exact, with $q=2\lambda+\lambda^2$: $\lambda_s=0.4$ gives $q_s=0.80+0.16=0.96$, and $\lambda_p=-0.3$ gives $q_p=-0.60+0.09=-0.51$.

The plane-wave cutoff is $150$ eV unless stated otherwise. The symmetry statements do not depend on it, but energies and smooth norms are not converged to the digits shown: at $500$ eV the triplet used below lies $0.021$ eV lower, its smooth trace rises from $3.390$ to $3.399$, and its spacing to the next level grows from $0.112$ to $0.131$ eV. For the triplet at $-1.026$ eV at $\Gamma$, the smooth trace of the identity is $3.390$ instead of $3$. The same factor appears in every trace, for a reason. Let $A_{mn}=\langle\tilde\psi_m|\tilde\psi_n\rangle$. For a complete multiplet $O\tilde\psi_n=\sum_l\tilde\psi_lM_{ln}$, so $M^{(0)}=AM$. Because $O$ preserves the plain inner product, $M^\dagger AM=A$; with $M$ unitary this means $AM=MA$. A matrix commuting with all matrices of an irreducible representation is a number (Schur's lemma), so $A=\nu 1$ and $M^{(0)}=\nu M$, here with $\nu=1.130$. Dividing by $\nu$ rescues this trace, but a single number does not suffice for a set containing multiplets with different $\nu$. For any closed set $M=A^{-1}M^{(0)}$ still recovers $M$ from the smooth waves alone, and whether a span is closed does not depend on the metric. For a set that is not closed, $M^{(0)}=AM$ fails in general. To have the all-electron matrix element there too, with leaks and angles measured in the $S$ metric, the augmentation is rotated as well.

\section{Rotating the projections}

Only the numbers $P_i^a=\langle p_i^a|\tilde\psi\rangle$ are stored. Use real projectors with $p_i(R\mathbf x)=\sum_jD_{ij}(R)p_j(\mathbf x)$; then $D=1$ for s and $D=R$ for $(p_x,p_y,p_z)$. Substituting $\mathbf r=R\mathbf r'+\mathbf t$,
\begin{equation}
\langle p_i^a|O\tilde\psi\rangle
=\int p_i\big(R\mathbf r'+\mathbf t-\boldsymbol\tau_a\big)\tilde\psi(\mathbf r')\,d^3r' .
\end{equation}
A symmetry sends atoms to equivalent atoms, so there are an atom $b$ in the cell and a lattice vector $\mathbf T$ with
\begin{equation}
R^{-1}(\boldsymbol\tau_a-\mathbf t)=\boldsymbol\tau_b+\mathbf T .
\end{equation}
The argument of $p_i$ is then $R(\mathbf r'-\boldsymbol\tau_b-\mathbf T)$. Expanding with $D$, shifting the integration variable by $\mathbf T$ and using $\tilde\psi(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\tilde\psi(\mathbf r)$ gives
\begin{equation}
P_i^{a,\rm rot}=e^{i\mathbf k\cdot\mathbf T}\sum_jD_{ij}(R)\,P_j^b .
\label{eq:rot}
\end{equation}
With the bands as columns of $C$ and $P_a$,
\begin{equation}
M=C^\dagger(OC)+\sum_aP_a^\dagger\,q\,P_a^{\rm rot}.
\label{eq:M}
\end{equation}

In the $S$ product of two rotated waves the phases in (\ref{eq:rot}) cancel, $D^{T}qD=q$ because $q$ is rotationally invariant, and the sum over atoms is merely reordered. Hence $\langle Of|S|Og\rangle=\langle f|S|g\rangle$: $O$ is unitary in the $S$ metric and commutes with $S$.

For the triplet, the augmentation adds $-0.390$ to the smooth trace $3.390$ of the identity, and $+0.130$ to the $-1.130$ of the twofold rotation about $x$, giving $3$ and $-1$. Comparison with the cubic character table labels the level $T_{2g}$. Parity here refers to inversion with $\mathbf t=(1,1,1)a/4$, whose fixed point $\mathbf t/2$ is a bond centre. As a test of (\ref{eq:M}), all-electron waves were rotated and integrated in real space; for six operations at $\Gamma$ and all sixteen at the point $X$ used below, the largest difference in a matrix element was $2.9\times10^{-6}$.

The phase in (\ref{eq:rot}) is invisible at $\Gamma$. At $X$, $\mathbf k=(2\pi/a)(0,0,1)$, take the twofold rotation about $x$ with $\mathbf t=0$ and the atom at $(1,1,1)a/4$. Its source is
\begin{equation}
\tfrac a4(1,-1,-1)=\tfrac a4(1,1,1)+\tfrac a2(0,-1,-1),
\end{equation}
so $e^{i\mathbf k\cdot\mathbf T}=e^{-i\pi}=-1$. For the lowest doublet at $X$, replacing all such phases by $+1$ makes the norm of $M^\dagger M-1$ as large as $0.44$ for some operation.

Translations also enter products. From $O_1O_2=\{R_1R_2|R_1\mathbf t_2+\mathbf t_1\}$, let $O_{12}$ be the listed operation with rotation $R_1R_2$ and $\mathbf T_{12}=R_1\mathbf t_2+\mathbf t_1-\mathbf t_{12}$. A translation acts as $\tilde\psi(\mathbf r-\mathbf T_{12})=e^{-i\mathbf k\cdot\mathbf T_{12}}\tilde\psi(\mathbf r)$, so for a closed set
\begin{equation}
M(O_1)M(O_2)=e^{-i\mathbf k\cdot\mathbf T_{12}}M(O_{12}).
\end{equation}
At $X$, with listed translations $\mathbf t=0$ or $(1,1,1)a/4$, the factor is $-1$ in 64 of the 256 products; the count changes if lattice vectors are added to the listed translations. Characters there must be compared with a table that uses the same translations.

\section{What a loss of unitarity measures}

A correct matrix can still belong to an incomplete set. Let $\mathcal P=\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|S$ project on the chosen span, and split
\begin{equation}
O\tilde\psi_n=\sum_m\tilde\psi_mM_{mn}+\chi_n,\qquad \chi_n=(1-\mathcal P)O\tilde\psi_n .
\end{equation}
The two parts are $S$-orthogonal and the left side has unit overlap matrix. Therefore
\begin{equation}
1-M^\dagger M=X,\qquad X_{mn}=\langle\chi_m|S|\chi_n\rangle .
\end{equation}
$M$ is unitary precisely when no $\chi_n$ remains, that is, when $O$ maps the span into itself. With $\sigma_{\min}$ the smallest singular value of $M$, define the leak
\begin{equation}
L=\max_O\sqrt{1-\sigma_{\min}^2(O)} .
\end{equation}
$L^2$ is the largest squared norm that any normalized state of the span loses from it under any operation. The reading assumes $S$-orthonormal states, which the identity operation checks by giving $M=1$. Rounding errors near $10^{-15}$ in $\sigma_{\min}^2$ become several $10^{-8}$ in $L$; the complete levels show no more than that.

\subsection{A cut multiplet}

Suppose the list of bands ends inside an irreducible multiplet of dimension $d$, with $d'$ partners kept. Let $D(g)$ now denote the full $d\times d$ matrices of the multiplet. For any matrix $Y$, the group average of $D^\dagger YD$ commutes with every $D(h)$, because multiplication by $h$ only reorders the group and phases cancel between $D^\dagger$ and $D$. By Schur's lemma it is a number, fixed by the trace as $\mathrm{tr}\,Y/d$. Choosing $Y$ with a single nonzero element gives
\begin{equation}
\frac1{|G|}\sum_gD_{mn}^*(g)D_{m'n'}(g)=\frac{\delta_{mm'}\delta_{nn'}}d .
\label{eq:orth}
\end{equation}
The kept block has $d'^2$ elements, each of mean square $1/d$. Since $\mathrm{tr}\,X=d'-\sum_{mn}|M_{mn}|^2$,
\begin{equation}
\overline{\mathrm{tr}\,X}=d'-\frac{d'^2}d=\frac{d'(d-d')}d .
\end{equation}
This holds for any mixture within the multiplet, as a unitary change of basis leaves $D$ irreducible. Keeping one or two states of three gives $2/3$, and one of two gives $1/2$; random mixtures reproduced these values at $\Gamma$ and $X$.

There is also a gap between cut and complete. The $d'$ vectors $\chi_n$ lie in the $d-d'$ missing dimensions, so $X$ has rank at most $\min(d',d-d')$. Some operation has at least the mean trace, and the largest eigenvalue is at least the trace divided by the rank:
\begin{equation}
L^2\ge\frac{d'(d-d')}{d\,\min(d',d-d')}=\frac{\max(d',d-d')}d\ge\frac12 .
\end{equation}
A cut irreducible multiplet thus has $L\ge1/\sqrt2\approx0.71$; the three random cuts gave $0.99$ to $1.00$. The gap needs irreducibility. If two one-dimensional levels of different type coincide and one state $\cos\alpha\,\tilde\psi_1+\sin\alpha\,\tilde\psi_2$ is kept, an operation that flips their relative sign gives $L=|\sin2\alpha|$, which can take any value between $0$ and $1$.

At $\Gamma$ the label weight
\begin{equation}
n_\Gamma=\frac1{|G|}\sum_g\chi_\Gamma^*(g)\,\mathrm{tr}\,M(g)
\label{eq:n}
\end{equation}
says what was cut. Inserting $\chi_\Gamma=\sum_lD_{ll}$ and $\mathrm{tr}\,M=\sum_{m\le d'}D_{mm}$ in (\ref{eq:orth}) gives $n_\Gamma=d'/d$. Two of three $T_{2g}$ partners have weight $0.667$.

\subsection{A multiplet split in energy}

Grouping bands by an energy tolerance can fail when numerical anisotropy splits a level. To imitate this, $0.01$ times the kinetic energy along $z$ was added to the Hamiltonian. The triplet split by $0.092$ eV, while in the symmetric crystal the next level, $A_{2u}$, lies only $-0.914+1.026=0.112$ eV higher. The splitting is thus comparable with the spacing between different levels.

Closure separates the cases better. The lowest member alone has $L=1.00$; all three together have $L=9.2\times10^{-3}$. The remainder is real symmetry breaking. To first order in a perturbation $\delta W$, the span changes by admixtures
\begin{equation}
\delta\sum_{l\notin\text{triplet}}\tilde\psi_l\,\frac{\langle\tilde\psi_l|W|\tilde\psi_n\rangle}{E_n-E_l},
\end{equation}
and $L$ compares this tilt with its rotated copy, so it is linear in $\delta$. At half strength it was $4.6\times10^{-3}$. The close $A_{2u}$ level does not contribute to this sum, because $W$ is even under inversion and cannot mix it with an even triplet. A stronger anisotropy can still make the two levels interleave in energy. The triplet is then no longer a run of consecutive bands, and a group started at its lowest member closes only when it also contains the $A_{2u}$ state. Here this happens already at strength $0.02$, where the four bands have $L=0.018$; at $0.1$ their leak has grown to $0.089$.

\section{An unfinished solution}

Let $\mathcal P_0$ project on the exact invariant space of the same dimension, and let $\theta$ be the largest principal angle between the two spaces. Norms are taken in the $S$ metric. In a plane spanned by matched directions, $(1,0)$ in the range of $\mathcal P$ and $(\cos\theta_i,\sin\theta_i)$ in that of $\mathcal P_0$,
\begin{equation}
\mathcal P-\mathcal P_0=\begin{pmatrix}\sin^2\theta_i&-\sin\theta_i\cos\theta_i\\-\sin\theta_i\cos\theta_i&-\sin^2\theta_i\end{pmatrix},
\end{equation}
whose square is $\sin^2\theta_i$ times the unit matrix. Hence $\|\mathcal P-\mathcal P_0\|=\sin\theta$. Set $\mathcal P'=O\mathcal PO^{-1}$. Since $O\mathcal P_0O^{-1}=\mathcal P_0$,
\begin{align}
\|(1-\mathcal P)O\mathcal P\|&=\|(1-\mathcal P)\mathcal P'\|=\|(\mathcal P'-\mathcal P)\mathcal P'\|\le\|\mathcal P'-\mathcal P\|\nonumber\\
&=\|O(\mathcal P-\mathcal P_0)O^{-1}-(\mathcal P-\mathcal P_0)\|\le2\sin\theta .
\end{align}
The left side, maximized over $O$, is $L$. Thus $\sin\theta\ge L/2$: the leak certifies a minimum error of the states without knowledge of the exact ones.

In an iterative solution from a random start, step 6 had $L=0.031$, which guarantees $\sin\theta\ge0.015$; the actual value was $0.021$. At step 12 the guarantee was $3.6\times10^{-5}$ and the actual value $5.5\times10^{-5}$. The inequality was tested at every step, allowing for rounding.

The label is more forgiving than the states. The operator $\Pi_\Gamma=(d/|G|)\sum_g\chi_\Gamma^*(g)O_g$ projects on all states of type $\Gamma$, so (\ref{eq:n}) reads $n_\Gamma=\mathrm{tr}(\mathcal P\Pi_\Gamma)/d$. The exact multiplet is contained in that space, hence
\begin{equation}
1\ge n_\Gamma\ge\frac{\mathrm{tr}(\mathcal P\mathcal P_0)}d=\frac1d\sum_i\cos^2\theta_i\ge1-\sin^2\theta .
\end{equation}
At step 6 the weight can fall short of one by at most $0.021^2\approx4\times10^{-4}$.

\section{What closure cannot show}

The bound has no converse. A plane-wave cutoff on $|\mathbf q|$ keeps or drops whole sets of symmetry-related waves, so the truncated problem retains the full symmetry. With the cutoff lowered from $150$ to $60$ eV the triplet still closed to rounding accuracy, although it had $\sin\theta=0.14$ and an energy $1.14$ eV too high, both relative to the larger basis. A small leak therefore says nothing about basis convergence, and a solver whose error is itself symmetric would escape in the same way.

Closure does not prove irreducibility either. If the set contains $n_\Gamma$ copies of each representation, orthogonality of characters, which follows from (\ref{eq:orth}) and its vanishing between inequivalent representations, gives
\begin{equation}
\frac1{|G|}\sum_g|\mathrm{tr}\,M(g)|^2=\sum_\Gamma n_\Gamma^2 .
\end{equation}
The triplet joined with another level of different type had $L$ at rounding level and a mean of $2$, where one irreducible multiplet gives $1$.

\section{The resulting procedure}

\begin{enumerate}
\item Order the bands by energy and compute somewhat more than are needed, so that the last multiplet can be completed.
\item Build $M$ from (\ref{eq:pw}), (\ref{eq:rot}) and (\ref{eq:M}) for every operation of the little group. One operation is not enough: a partial set may be closed under a subgroup.
\item Start a group at the first unused band and add bands until $L$ falls below a tolerance. The tolerance must lie above the leak from residual symmetry breaking and well below $0.71$. With $0.05$, the artificially split bands regrouped as $1,3,1,3$, the sizes of the symmetric crystal.
\item Take traces. At $\Gamma$, compute $n_\Gamma$; at other $\mathbf k$, use characters with matching translation phases. A mean squared trace above one marks a union of multiplets, as when two levels coincide or their members interleave in energy.
\item If no group closes, look at the size of $L$. A value that falls with further iterations indicates solver error; one that stays small but finite points to broken symmetry or, if it vanishes when bands are added, to a mixture of coinciding levels of different type; one of order one that vanishes when bands are added indicates a cut multiplet.
\item Test the cutoff separately, by raising it.
\end{enumerate}

Some further characters and solver steps are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
a = 5.0 A, sphere radius = 1.0 A, well width = 0.7 A
well depth = 40.0 eV, D_s = 10.0 eV, D_p = -5.0 eV
lambda_s = 0.4, lambda_p = -0.3
q_s = 0.9600, q_p = -0.5100
cutoff = 150.0 eV, waves: Gamma 137, X 116
Gamma multiplets: energy (eV), size, label, leak L
   -13.3736  1  A1g  0.0e+00
    -1.0263  3  T2g  4.7e-08
    -0.9141  1  A2u  0.0e+00
     2.6815  3  T1u  3.3e-08
triplet smooth norm nu = 1.12991
triplet traces: t_x/a, smooth, augmentation, total
  identity      0.00   3.38972  -0.38972   3.00000
  C2 about x    0.00  -1.12991   0.12991  -1.00000
  C3 about 111  0.00  -0.00000   0.00000   0.00000
  C4 about z    0.25  -1.12991   0.12991  -1.00000
  inversion     0.25   3.38972  -0.38972   3.00000
  mirror x<->y  0.00   1.12991  -0.12991   1.00000
max |M - all-electron quadrature| = 2.9e-06
X lowest doublet: -9.5194 eV, mean |trace|^2 = 1.00000
X products with phase -1: 64 of 256
X unitarity error without Bloch phase: 0.4441
cut sets: kept/of, mean deficit, label weight, L
  1/3  0.66667  0.33333  0.9941
  2/3  0.66667  0.66667  0.9971
  1/2  0.50000    (X)    0.9971
union of two multiplets: L = 4.7e-08, mean |trace|^2 = 2.00000
anisotropy 0.01: triplet splitting = 0.09222 eV
  L of its lowest band alone = 1.0000
  L of all three = 9.24e-03, at half strength 4.63e-03
  groups found with tolerance 0.05: [1, 3, 1, 3]
solver: step, L, sin(theta), energy error of triplet mean (eV)
   3  1.00e+00  9.85e-01  1.97e-01
   6  3.09e-02  2.07e-02  2.50e-03
  12  7.29e-05  5.48e-05  2.40e-08
  24  5.37e-08  2.98e-08  1.96e-14
cutoff 60.0 eV (27 waves): L = 5.2e-08
  sin(theta) = 0.1375, energy error = 1.1398 eV
\end{verbatim}
